# Why Sodium's Valence Oscillator Strengths Sum to More Than One

Suppose the optical strengths of the sodium valence electron have been calculated with the projector augmented-wave (PAW) method, and their sum comes out near 1.05. Someone who believes that valence oscillator strengths must sum to the number of valence electrons will look for an error in the basis or the normalization. Finding none, they may divide every strength by 1.05 to restore the expected total. In the model worked out below, this lowers the strength of the 3s→3p line from 0.955 to $0.955/1.052=0.908$, which is 5% below its correct value. The spectrum was right and the correction spoiled it.

The sum that equals one runs over all orbitals, including those already filled. For sodium it contains the downward step from 3s to 2p, whose strength is negative. The Pauli principle forbids this step, so it is missing from the spectrum, and what remains exceeds one.

## The counter-example: sodium

**Model and conventions.** Hartree atomic units are used. Each electron moves independently in the same spherical potential $v(r)$, the self-consistent potential of the neutral atom in the local-density approximation (LDA), with Slater exchange and VWN correlation. The treatment is nonrelativistic and spin-restricted. The orbital energies are Kohn–Sham eigenvalues, not measured ionization energies, and the strengths leave out the response of the other electrons to the light. A hard wall at 50 bohr and a finite spline basis replace the continuum by discrete states, which are all included in the sums. The higher ones represent the continuum collectively and are not individually converged levels.

For a transition from orbital $i$ to orbital $a$, the oscillator strength averaged over the three directions of polarization is

$$
f_{i\to a}=\frac23\,(E_a-E_i)\sum_{\alpha=x,y,z}|\langle a|r_\alpha|i\rangle|^2 .
$$

It has the sign of $E_a-E_i$: positive for absorption, negative for a downward step.

Write the orbitals as $\psi=u(r)Y_{lm}/r$ with $\int u^2dr=1$. From an s orbital, the dipole operator leads to p orbitals. Take the real orbital $p_z$, whose angular function is $\sqrt3\cos\theta\,Y_{00}$, and note that $Y_{00}^2=1/4\pi$. Then

$$
\langle p_z|z|s\rangle=d\int\sqrt3\cos^2\theta\,\frac{d\Omega}{4\pi}=\frac{d}{\sqrt3},
\qquad d=\int u_p\,r\,u_s\,dr ,
$$

because the angular average of $\cos^2\theta$ is $1/3$. The pairs $(p_x,x)$ and $(p_y,y)$ give the same value, and mixed pairs vanish by symmetry. The squares add up to $3\times d^2/3=d^2$, so the strength into a whole p shell is

$$
f_{s\to p}=\frac23\,(E_p-E_s)\,d^2. \tag{1}
$$

**The forbidden step.** The calculated levels are $-1.06064$ hartree for 2p, $-0.10341$ hartree for 3s and $-0.02851$ hartree for 3p. The radial dipole between 3s and 2p has magnitude 0.28558 bohr, and the energy difference is $-0.95722$ hartree. Equation (1) gives

$$
f_{3s\to2p}=\frac23(-0.95722)(0.28558)^2=-0.052045 .
$$

I call its magnitude $\delta=0.052045$.

**The allowed steps.** For the 3s→3p line the radial dipole is 4.37385 bohr and the energy difference 0.07491 hartree, so

$$
f_{3s\to3p}=\frac23(0.07491)(4.37385)^2=0.9554 .
$$

All p states above 3p together contribute 0.0967. With the six-decimal values of the output, the allowed strengths therefore sum to

$$
0.955360+0.096685=1.052045 .
$$

This is the counter-example: one valence electron, and a valence sum 5.2% above one. Adding the forbidden term gives $1.052045-0.052045=1.000000$.

It may seem odd that so small a dipole matters. Compared with 3s→3p, the squared dipole is smaller by the factor $(0.28558/4.37385)^2=0.0043$, but the energy difference is 12.8 times larger in magnitude. The product, 0.054, is the ratio of the two strengths.

**Where the strength lies.** Valence transitions below 1 hartree sum to 1.010, so the belief already fails there. The remaining $1.052-1.010=0.042$ lies at higher transition energies. Excitation of a 2p electron into the half-empty 3s orbital costs 0.957 hartree in this model, so that part of the valence strength lies above the onset of 2p absorption. An absorption spectrum integrated through this region counts core and valence strength together, and its integral is not the valence sum.

## The correct statement

Let independent electrons of a finite system occupy spin orbitals of one Hamiltonian $H=-\tfrac12\nabla^2+v(\mathbf r)$ with a local potential. Divide the occupied spin orbitals into a core set $C$ with $N_c$ members and a valence set $V$ with $N_v$ members, every valence energy lying above every core energy. Then the strengths of the transitions from valence orbitals to empty orbitals sum to

$$
S_V=N_v+\delta,\qquad
\delta=\frac23\sum_{i\in V}\sum_{c\in C}(E_i-E_c)\sum_\alpha|\langle c|r_\alpha|i\rangle|^2\ \ge 0, \tag{2}
$$

while those from core orbitals sum to $S_C=N_c-\delta$. The total is $N_v+N_c$. The valence sum equals $N_v$ if and only if no valence orbital has a dipole matrix element with a core orbital.

### Proof, first part: one orbital, all final states

Take the direction $x$ and a bound orbital $i$. Since the orbitals $a$ form a complete set,

$$
\sum_a(E_a-E_i)|\langle a|x|i\rangle|^2=\langle i|x\,(H-E_i)\,x|i\rangle .
$$

The potential commutes with $x$. The kinetic energy acts on the product as $-\tfrac12\nabla^2(x\psi_i)=-\tfrac12x\nabla^2\psi_i-\partial_x\psi_i$. Using $H\psi_i=E_i\psi_i$,

$$
(H-E_i)\,x\psi_i=-\partial_x\psi_i .
$$

The sum is thus $-\int\psi_i^*\,x\,\partial_x\psi_i\,d^3r$. The left side above is real, so the real part suffices, and $\mathrm{Re}(\psi_i^*\partial_x\psi_i)=\tfrac12\partial_x|\psi_i|^2$. Integrating by parts, with no boundary term for a bound state,

$$
-\frac12\int x\,\partial_x|\psi_i|^2\,d^3r=\frac12\int|\psi_i|^2\,d^3r=\frac12 .
$$

The directions $y$ and $z$ give $\tfrac12$ each. Multiplying the total $\tfrac32$ by the prefactor $\tfrac23$ yields

$$
\sum_a f_{i\to a}=1. \tag{3}
$$

Nothing in this derivation asks whether $a$ is occupied. Completeness needs every orbital, and the filled ones are part of the set.

### Proof, second part: removing the occupied states

Exchanging initial and final spin orbitals leaves the squared matrix elements unchanged and reverses the energy difference, so $f_{i\to j}=-f_{j\to i}$. Sum (3) over the valence orbitals and subtract all occupied final states:

$$
S_V=N_v-\sum_{i,j\in V}f_{i\to j}-\sum_{i\in V}\sum_{c\in C}f_{i\to c}.
$$

The first double sum vanishes, because its terms cancel in pairs. In the second, every term is negative or zero, since $E_c<E_i$. Subtracting it adds $\delta$, which proves (2). For the core, the same steps give

$$
S_C=N_c-\sum_{c\in C}\sum_{i\in V}f_{c\to i}=N_c-\delta ,
$$

because $f_{c\to i}=-f_{i\to c}$. The Pauli principle moves strength from the core account to the valence account and leaves the total unchanged.

### The two accounts in sodium

Let the 3s electron have spin up. Light does not flip the spin in this model, so the 3s electron is blocked by the three spin-up 2p electrons, and they in turn are blocked by it. The spin-down 2p electrons can still enter 3s.

For one 2p electron going to 3s, a single one of the three direction pairs contributes, with squared element $d^2/3$. Its strength is $\tfrac23(E_{3s}-E_{2p})\,d^2/3=\delta/3$. Three blocked electrons lose $3\times\delta/3=\delta$, as the general statement requires.

The explicit sum over allowed core transitions confirms this: it is 9.948, or $10-0.052$. Together with the valence sum it gives $9.948+1.052=11.000$, the number of electrons. Blocked steps between core shells, such as 2s→2p and its reverse, cancel within the core account.

The role of occupation can also be seen by emptying orbitals while holding the potential fixed. If one of the three spin-up 2p orbitals were vacant, the 3s electron could fall into it, and a term $-\delta/3$ would return to its sum. With all three vacant the sum would be one again. The excess thus measures blocked emission.

### A case where the belief holds

Beryllium has the configuration 1s²2s². Its core orbital 1s has the same parity as 2s, so the dipole element between them vanishes and $\delta=0$. In the same LDA treatment, 2s lies at $-0.2057$ hartree and the lowest p level at $-0.0772$ hartree. Every p state is above 2s and empty, so no final state has to be left out. The explicit sum for the two 2s electrons is 2.000. A core is therefore not enough to produce an excess; it must contain an orbital that the dipole operator connects to the valence orbital.

### Moving the boundary between core and valence

The sum also depends on which electrons are called valence. If the six 2p electrons of sodium are treated as valence together with 3s, then $N_v=7$. The 3s–2p terms now connect two members of $V$ and cancel. The sum still exceeds 7, because the steps from 2p down to 1s and 2s are blocked by the remaining core. When all eleven electrons are included, $C$ is empty, $\delta=0$, and the sum is 11.

## A check that does not use the position operator

The value of $\delta$ can be obtained from the gradient. For a radial s function the result $(H-E_i)x\psi_i=-\partial_x\psi_i$ becomes

$$
(H_p-E_s)\,r u_s=-u_s'+\frac{u_s}{r}, \tag{4}
$$

where $H_p$ is the radial Hamiltonian for $l=1$; equation (6) below includes its derivation. Multiply by $u_p$ and integrate. On the left, $H_p$ acts to the left on its eigenfunction and gives $E_p$:

$$
(E_p-E_s)\,d=-\int u_p\left(u_s'-\frac{u_s}{r}\right)dr\equiv-W .
$$

Substituting $d=-W/(E_p-E_s)$ into (1) gives the velocity form

$$
f_{s\to p}=\frac23\,\frac{W^2}{E_p-E_s}. \tag{5}
$$

The numerator is positive, so the sign again comes from the energy difference. For 3s→2p this form also gives $-0.052045$. The two forms weight different regions of space, and their agreement tests both the orbitals and the locality of the potential.

## What happens when the core orbitals are absent

A PAW calculation that keeps the 2p shell in the frozen core has no 2p state among its bands. One might expect the sum over its bands to be complete, and hence equal to one. Whether it is depends on the Hamiltonian that replaces the core.

### Smooth potentials

Replace the inner part of the 3s and 3p radial functions, within 2.84 bohr, by smooth nodeless functions of the same norm, and find for each the potential that has it as an eigenfunction. This gives a potential $v_s$ for s states and another, $v_p$, for p states. Outside the sphere both equal the original potential. Their lowest levels are $-0.1034$ and $-0.0285$ hartree, the all-electron 3s and 3p values, and nothing lies below them.

The closure argument now has to be repeated with

$$
H_s=-\frac12\frac{d^2}{dr^2}+v_s,\qquad
H_p=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}+v_p .
$$

With $(r u_s)''=r u_s''+2u_s'$,

$$
H_p\,(r u_s)=r\left(-\tfrac12u_s''+v_su_s\right)-u_s'+\frac{u_s}{r}+r\,(v_p-v_s)\,u_s .
$$

The bracket equals $E_su_s$. Hence

$$
(H_p-E_s)\,r u_s=-u_s'+\frac{u_s}{r}+r\,(v_p-v_s)\,u_s . \tag{6}
$$

For $v_p=v_s$ this is (4). Multiply by $r u_s$ and integrate. The first term gives $-\int r u_su_s'dr=\tfrac12\int u_s^2dr=\tfrac12$ by parts, and the second gives 1. With the prefactor $\tfrac23$,

$$
\sum_n\tilde f_n=1+\frac23\int_0^\infty r^2\,(v_p-v_s)\,\tilde u_s^2\,dr , \tag{7}
$$

where the tilde marks quantities of the smooth problem.

The explicit sum over smooth p states is 1.0335, and the integral term evaluated separately is 0.0335. So the sum exceeds one although there is no core orbital to exclude. The excess comes from the dependence of the potential on angular momentum. If $v_s$ is used in both channels, the potential is local and the sum returns to 1.000. The belief is thus correct for a one-electron model with a local potential and no filled levels, but sodium is not represented by such a model here.

The smooth excess is 64% of the all-electron $\delta$ for this sphere radius and this choice of smooth functions. The construction fixes only the energies, the norms and the outer parts of 3s and 3p, and it imposes no condition that would make the integral in (7) equal to $\delta$.

### PAW reconstruction

PAW recovers the all-electron orbital from the smooth one:

$$
|\psi\rangle=|\tilde\psi\rangle+\sum_k\big(|\phi_k\rangle-|\tilde\phi_k\rangle\big)\langle\tilde p_k|\tilde\psi\rangle ,
$$

where $\phi_k$ and $\tilde\phi_k$ are all-electron and smooth partial waves that agree outside the sphere, and $\tilde p_k$ are projectors. If the smooth orbital inside the sphere is $\sum_kc_k\tilde\phi_k$ with $c_k=\langle\tilde p_k|\tilde\psi\rangle$, the reconstructed one is $\sum_kc_k\phi_k$ there. The radial dipole is then the smooth integral over all space, with its inner part exchanged. For one partial wave per channel,

$$
d_n=\int\tilde u_n\,r\,\tilde u_s\,dr+c_s\,c_n\,a,\qquad
a=\int_0^{r_c}r\,\big(\phi_s\phi_p-\tilde\phi_s\tilde\phi_p\big)dr , \tag{8}
$$

with radial partial waves in $a$. With one partial wave per channel the expansion inside the sphere is exact only for orbitals proportional to $\tilde\phi$ there; for other states (8) is an approximation, since it omits the terms that couple the unexpanded remainder to $\phi-\tilde\phi$.

When the partial waves are complete for the valence and empty states, the reconstructed orbitals $\psi_n$ are the all-electron eigenstates outside the core. Together with the core orbitals they form a complete set:

$$
\sum_n|\psi_n\rangle\langle\psi_n|=1-\sum_{c\in C}|c\rangle\langle c| .
$$

Here the core orbitals are assumed to be eigenstates of the same Hamiltonian, as they are for the reference atom. Inserting this relation into the closure argument gives one minus the core terms for each valence orbital, which is again (2). In the limit of complete partial waves, the correct target for a PAW valence sum in sodium is therefore $1+\delta$; with few partial waves the sum can deviate from it.

The numbers below come from a simplified version: no PAW Hamiltonian is solved, and equation (8) is applied to the eigenstates of $v_s$ and $v_p$, with 3s and 3p as partial waves and projectors proportional to $(1-r^2/r_c^2)^2\tilde\phi$ inside the sphere. The smooth 3s→3p strength is 0.9601. With the signs chosen so that the 3s–3p dipole is positive, the augmentation $a=-0.0108$ bohr reduces the magnitude of the dipole and brings the strength to 0.9554, the all-electron value. This agreement is expected, since 3s and 3p are themselves the partial waves, but it does test the smooth eigenstates and the augmentation together.

The sum over all p states becomes 1.050192, against 1.052045 for all electrons. As the 3p line is reproduced, the deficit of 0.0019 belongs to the higher states: they contribute 0.0948 instead of 0.0967. For these states neither the eigenstates of $v_p$ nor the single partial wave is matched to the all-electron solution, and the calculation does not separate the two effects. The closeness of the total is particular to this atom and this sphere radius: in this construction the sum does not vary monotonically with the radius, being about 1.027 at 1.6 bohr, 1.060 at 2.0, 1.073 at 2.4, 1.036 at 3.2 and 1.020 at 4.0 bohr. It also rests partly on cancellation, because the strength is too large at lower transition energies and too small at the highest ones. It further depends on the terms omitted from (8): taking the dipole between the fully reconstructed orbitals, with the same single partial wave per channel, gives about 1.12 at 2.84 bohr. The closeness is therefore no evidence that the individual strengths of the higher states are accurate.

## Where the statement stops

**Nonlocal potentials.** Equation (3) needs a potential that commutes with position. Hartree–Fock exchange and the exchange part of hybrid functionals do not, and they add a commutator term to the one-orbital sum, as $v_p-v_s$ does in (7). The excess is then no longer given by $\delta$ alone.

**Interacting electrons.** For the full many-electron Hamiltonian, let $D=\sum_kx_k$. The Coulomb repulsion commutes with $D$, so $[H,D]=-\sum_k\partial_{x_k}$ and $[D,[H,D]]=N$. In the ground state, with energy $E_0$, expanding the double commutator gives

$$
\langle0|[D,[H,D]]|0\rangle=2\langle0|D(H-E_0)D|0\rangle=2\sum_n(E_n-E_0)|\langle n|D|0\rangle|^2=N .
$$

The total strength survives the interaction. Its division into core and valence parts does not follow from this argument, because the excited states $n$ need not be excitations of one particular electron. The value $\delta=0.052$ is a statement about independent electrons in the LDA potential of sodium, and a different mean field would give a somewhat different number.

For the valence spectrum of a finite system calculated with independent electrons in a local potential (in a metal the intraband weight would have to be added to the interband sum), the useful check is therefore to evaluate $\delta$ from the core orbitals, which a PAW data set is built from, and to compare the sum with $N_v+\delta$. Missing final states lower the sum below that value, while incomplete partial waves can shift it in either direction. An excess over $N_v$ alone does not indicate an error. The all-electron values and those from equation (8) for the 2.84 bohr sphere are listed in the numerical output below.

## Values computed for the example and the checks

```
box radius                              50.0 bohr
Na 2p energy                            -1.06064 hartree
Na 3s energy                            -0.10341 hartree
Na 3p energy                            -0.02851 hartree
E(2p) - E(3s)                           -0.95722 hartree
E(3p) - E(3s)                           0.07491 hartree
radial dipole 3s-2p, magnitude          0.28558 bohr
radial dipole 3s-3p, magnitude          4.37385 bohr
f(3s->2p), length form                  -0.052045 (no unit)
f(3s->2p), velocity form                -0.052045 (no unit)
f(3s->3p)                               0.955360 (no unit)
f(3s->all p above 3p)                   0.096685 (no unit)
sum over all p, blocked 2p included     1.000000 (no unit)
sum over allowed p, 2p excluded         1.052045 (no unit)
allowed sum, transitions below 1 hartree 1.010305 (no unit)
blocked core strength 2p->3s, 3 electrons 0.052045 (no unit)
core sum, allowed transitions           9.947955 (no unit)
whole-atom sum                          11.000000 (no unit)
Be 2s energy                            -0.20574 hartree
Be lowest p energy                      -0.07718 hartree
Be sum for two 2s electrons             2.000000 (no unit)
sphere radius for smooth waves          2.8394 bohr
smooth Na: lowest s energy              -0.10341 hartree
smooth Na: lowest p energy              -0.02851 hartree
smooth Na: f(3s->3p), no augmentation   0.960099 (no unit)
smooth Na: sum, no augmentation         1.033463 (no unit)
smooth Na: nonlocal term                0.033463 (no unit)
smooth Na: sum with v_s in both channels 1.000000 (no unit)
PAW dipole augmentation 3s-3p           -0.010834 bohr
PAW f(3s->3p)                           0.955360 (no unit)
PAW sum, one partial wave per channel   1.050192 (no unit)
```
